# Time reversal and Kramers pairs for the Dirac Hamiltonian: a numerical check

```python
"""
Result under test: T = -i Sigma_y K (K = complex conjugation in position space)
is antiunitary, T^2 = -1, reverses alpha, p and Sigma, preserves beta, and
commutes with H = c alpha.p + beta c^2 + V for real V and zero vector potential.
With a vector potential A (electron, H = c alpha.(p+A) + beta c^2 + V),
HT - TH = 2 c alpha.A T.  For A = grad chi, exp(-2 i chi) T commutes with H.
Standard representation, Hartree atomic units; c = speed of light.
"""
import numpy as np
import sympy as sp
from itertools import product
from scipy import constants as const

I = sp.I
x, y, z = coords = sp.symbols("x y z", real=True)
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -I], [I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
zero2 = sp.zeros(2, 2)
Sigma = [sp.diag(s, s) for s in pauli]
alpha = [sp.Matrix.vstack(sp.Matrix.hstack(zero2, s),
                          sp.Matrix.hstack(s, zero2)) for s in pauli]
beta = sp.diag(1, 1, -1, -1)


def conj(matrix):
    """Complex conjugation; every symbol and function used here is real."""
    return matrix.applyfunc(lambda e: sp.expand(e).xreplace({I: -I}))


def time_reverse(psi):
    return -I * Sigma[1] * conj(psi)


def momentum(k, psi):
    return -I * psi.diff(coords[k])


def dirac(psi, potential, vector, speed):
    result = speed**2 * beta * psi + potential * psi
    for k in range(3):
        result += speed * alpha[k] * (momentum(k, psi) + vector[k] * psi)
    return result


def vanishes(matrix):
    return all(sp.expand(e) == 0 for e in matrix)


# ---- Operator identities on completely general spinor fields ----
def real_function(name):
    return sp.Function(name, real=True)(*coords)


def general_spinor(name):
    return sp.Matrix([real_function(f"{name}r{j}") + I * real_function(f"{name}i{j}")
                      for j in range(4)])


psi, phi = general_spinor("f"), general_spinor("g")
V, chi = real_function("V"), real_function("chi")
A = [real_function(f"A{k}") for k in range(3)]
speed = sp.Symbol("c", positive=True)
no_field = [0, 0, 0]
Tpsi, Tphi = time_reverse(psi), time_reverse(phi)

assert vanishes(time_reverse((2 + 3 * I) * psi) - (2 - 3 * I) * Tpsi)
assert vanishes(conj(Tphi).T * Tpsi - conj(conj(phi).T * psi))
assert vanishes(time_reverse(Tpsi) + psi)
for k in range(3):
    assert vanishes(time_reverse(alpha[k] * psi) + alpha[k] * Tpsi)
    assert vanishes(time_reverse(Sigma[k] * psi) + Sigma[k] * Tpsi)
    assert vanishes(time_reverse(momentum(k, psi)) + momentum(k, Tpsi))
assert vanishes(time_reverse(beta * psi) - beta * Tpsi)
assert vanishes(dirac(Tpsi, V, no_field, speed)
                - time_reverse(dirac(psi, V, no_field, speed)))
# Conjugation without the spin matrix must fail
assert not vanishes(dirac(conj(psi), V, no_field, speed)
                    - conj(dirac(psi, V, no_field, speed)))
# A vector potential breaks the symmetry by a definite amount
commutator = dirac(Tpsi, V, A, speed) - time_reverse(dirac(psi, V, A, speed))
alpha_dot_A = sum((A[k] * alpha[k] for k in range(3)), sp.zeros(4, 4))
assert not vanishes(commutator)
assert vanishes(commutator - 2 * speed * alpha_dot_A * Tpsi)
# Pure gauge potential: the phase-corrected operator commutes
gradient = [sp.diff(chi, q) for q in coords]


def gauged_reverse(field):
    return sp.exp(-2 * I * chi) * time_reverse(field)


assert vanishes(dirac(gauged_reverse(psi), V, gradient, speed)
                - gauged_reverse(dirac(psi, V, gradient, speed)))
assert vanishes(gauged_reverse(gauged_reverse(psi)) + psi)

# ---- One-electron atom, 1s spinor with m = +1/2 ----
c = 1 / const.fine_structure
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
tesla_per_au = const.physical_constants["atomic unit of mag. flux density"][0]
Z = 80
gamma = np.sqrt(1 - (Z / c)**2)
small_ratio = c * (1 - gamma) / Z
energy = c**2 * gamma
r = sp.sqrt(x**2 + y**2 + z**2)
radial = r**(float(gamma) - 1) * sp.exp(-Z * r)
a = float(small_ratio)
up = radial * sp.Matrix([1, 0, I * a * z / r, I * a * (x + I * y) / r])
down = time_reverse(up)


def numeric(spinor):
    function = sp.lambdify(coords, list(spinor), "numpy")
    return lambda *q: np.array([part + 0j * q[0] for part in function(*q)])


def j_z(spinor):
    return (x * momentum(1, spinor) - y * momentum(0, spinor)
            + Sigma[2] * spinor / 2)


point = (0.004, 0.008, 0.008)
for spinor, m in ((up, 0.5), (down, -0.5)):
    value = numeric(spinor)(*point)
    h_value = numeric(dirac(spinor, -Z / r, no_field, float(c)))(*point)
    scale = np.max(np.abs(value))
    assert np.max(np.abs(h_value - energy * value)) < 1e-9 * c**2 * scale
    assert np.max(np.abs(numeric(j_z(spinor))(*point) - m * value)) < 1e-9 * scale
common = float(radial.subs(dict(zip(coords, point))))
up_point = numeric(up)(*point) / common
down_point = numeric(down)(*point) / common

# First-order magnetic shifts by three-dimensional quadrature
s, ws = np.polynomial.legendre.leggauss(160)
s, ws = (s + 1) / 2, ws / 2
cos_t, wt = np.polynomial.legendre.leggauss(6)
angles = 2 * np.pi * np.arange(8) / 8
S, C, P = np.meshgrid(s, cos_t, angles, indexing="ij")
r_max = 25 / Z
R = r_max * S**4
weight = (ws[:, None, None] * wt[None, :, None] * (2 * np.pi / 8)
          * 4 * r_max * S**3 * R**2)
X, Y, Zc = R * np.sqrt(1 - C**2) * np.cos(P), R * np.sqrt(1 - C**2) * np.sin(P), R * C
alpha_n = [np.array(m.tolist(), dtype=complex) for m in alpha]
beta_n = np.array(beta.tolist(), dtype=complex)
U = np.array((-I * Sigma[1]).tolist(), dtype=complex)
up_grid, down_grid = numeric(up)(X, Y, Zc), numeric(down)(X, Y, Zc)
norm = np.sum(weight * np.sum(np.abs(up_grid)**2, axis=0))
norm_down = np.sum(weight * np.sum(np.abs(down_grid)**2, axis=0))
overlap = np.sum(weight * np.sum(up_grid.conj() * down_grid, axis=0)) / norm
mean_r = np.sum(weight * R * np.sum(np.abs(up_grid)**2, axis=0)) / norm
assert abs(norm_down / norm - 1) < 1e-12 and abs(overlap) < 1e-12
assert abs(mean_r * 2 * Z / (2 * gamma + 1) - 1) < 1e-8
assert abs(small_ratio / (1 + small_ratio**2) * 2 * c / Z - 1) < 1e-12
B_tesla = 10.0
B = B_tesla / tesla_per_au


def magnetic_shift(field):
    acted = (-B * Y / 2 * np.einsum("ij,jabc->iabc", alpha_n[0], field)
             + B * X / 2 * np.einsum("ij,jabc->iabc", alpha_n[1], field))
    return c * np.sum(weight * np.sum(field.conj() * acted, axis=0)).real / norm


shift_up, shift_down = magnetic_shift(up_grid), magnetic_shift(down_grid)
shift_formula = B * (1 + 2 * gamma) / 6
assert abs(shift_up / shift_formula - 1) < 1e-8
assert abs(shift_down / shift_formula + 1) < 1e-8

# ---- Periodic box without spatial symmetry: plane waves n = -1, 0, 1 ----
box = 0.1
k_unit = 2 * np.pi / box
waves = list(product((-1, 0, 1), repeat=3))
index = {n: i for i, n in enumerate(waves)}
n_waves = len(waves)


def shift_matrix(g):
    """Matrix of exp(i k_unit g.r) in the plane-wave basis."""
    matrix = np.zeros((n_waves, n_waves), dtype=complex)
    for n in waves:
        target = tuple(n[j] + g[j] for j in range(3))
        if target in index:
            matrix[index[target], index[n]] = 1
    return matrix


def cosine(*g):
    return (shift_matrix(g) + shift_matrix(g).conj().T) / 2


def sine(*g):
    return (shift_matrix(g) - shift_matrix(g).conj().T) / 2j


V0, A0 = 1000.0, 0.1
V_box = V0 * (cosine(1, 0, 0) + 0.7 * sine(0, 1, 0) + 0.5 * cosine(0, 0, 1)
              + 0.6 * cosine(1, 1, 0) + 0.4 * sine(0, 1, 1))
H0 = np.kron(V_box, np.eye(4)) + c**2 * np.kron(np.eye(n_waves), beta_n)
for k in range(3):
    H0 = H0 + c * np.kron(np.diag([k_unit * n[k] for n in waves]), alpha_n[k])
H_magnetic = c * A0 * np.kron(sine(1, 0, 0), alpha_n[1])
flip = np.zeros((n_waves, n_waves))
for n in waves:
    flip[index[tuple(-q for q in n)], index[n]] = 1
M = np.kron(flip, U)
assert np.max(np.abs(M @ H0.conj() @ M.T - H0)) < 1e-8
assert np.max(np.abs(M @ H_magnetic.conj() @ M.T + H_magnetic)) < 1e-10

levels, vectors = np.linalg.eigh(H0)
pair_gap = np.max(levels[1::2] - levels[0::2])
first = 2 * n_waves
assert levels[first - 1] < 0 < levels[first]
lowest = levels[first:first + 8] - c**2
assert pair_gap < 1e-7
assert np.min(lowest[2::2] - lowest[1:-1:2]) > 1e-2
state = vectors[:, first]
partner = M @ state.conj()
partner_overlap = abs(np.vdot(state, partner))
assert np.linalg.norm(H0 @ partner - levels[first] * partner) < 1e-7
assert partner_overlap < 1e-12
magnetic_levels = np.linalg.eigvalsh(H0 + H_magnetic)[first:first + 2] - c**2
box_splitting = magnetic_levels[1] - magnetic_levels[0]
assert box_splitting > 1e-2


def show(spinor):
    return "  ".join(f"{v.real + 0.0:.5f}{v.imag + 0.0:+.5f}i" for v in spinor)


print("ONE-ELECTRON ATOM, 1s, point nucleus")
print(f"nuclear charge Z = {Z}")
print(f"speed of light c = {c:.6f} a.u.")
print(f"gamma = {gamma:.6f}")
print(f"small-component factor a = {small_ratio:.6f}")
print(f"total energy c^2 gamma = {energy:.4f} hartree")
print(f"energy minus c^2 = {energy - c**2:.4f} hartree")
print(f"energy minus c^2 = {(energy - c**2) * hartree_ev / 1000:.4f} keV")
print("point (x, y, z) =", point, "bohr")
print(f"distance r at the point = {np.linalg.norm(point):.4f} bohr")
print("components divided by r^(gamma-1) exp(-Zr):")
print("psi   :", show(up_point))
print("T psi :", show(down_point))
print(f"mean radius = {mean_r:.6f} bohr")
print(f"magnetic field = {B_tesla:.1f} T")
print(f"magnetic field = {B:.6e} a.u.")
print(f"shift of psi, quadrature = {shift_up:.6e} hartree")
print(f"shift of T psi, quadrature = {shift_down:.6e} hartree")
print(f"shift formula B(1+2 gamma)/6 = {shift_formula:.6e} hartree")
print(f"splitting = {shift_up - shift_down:.6e} hartree")
print(f"splitting = {(shift_up - shift_down) * hartree_ev * 1000:.5f} meV")
print(f"nonrelativistic splitting B = {B * hartree_ev * 1000:.5f} meV")
print("PERIODIC BOX WITHOUT SPATIAL SYMMETRY")
print(f"box edge = {box} bohr, wave-number unit = {k_unit:.4f} 1/bohr")
print(f"potential amplitude V0 = {V0:.1f} hartree")
print(f"plane waves = {n_waves}, matrix dimension = {4 * n_waves}")
for j in range(4):
    print(f"pair {j + 1}, energies minus c^2 = "
          f"{lowest[2 * j]:.6f}, {lowest[2 * j + 1]:.6f} hartree")
print(f"largest gap inside any pair = {pair_gap:.1e} hartree")
print(f"vector-potential amplitude A0 = {A0} a.u.")
print(f"lowest two levels with A, minus c^2 = "
      f"{magnetic_levels[0]:.6f}, {magnetic_levels[1]:.6f} hartree")
print(f"splitting of lowest pair with A = {box_splitting:.6f} hartree")
print("OK")
```

Printed output:

```
ONE-ELECTRON ATOM, 1s, point nucleus
nuclear charge Z = 80
speed of light c = 137.035999 a.u.
gamma = 0.811906
small-component factor a = 0.322196
total energy c^2 gamma = 15246.6730 hartree
energy minus c^2 = -3532.1921 hartree
energy minus c^2 = -96.1158 keV
point (x, y, z) = (0.004, 0.008, 0.008) bohr
distance r at the point = 0.0120 bohr
components divided by r^(gamma-1) exp(-Zr):
psi   : 1.00000+0.00000i  0.00000+0.00000i  0.00000+0.21480i  -0.21480+0.10740i
T psi : 0.00000+0.00000i  1.00000+0.00000i  0.21480+0.10740i  0.00000-0.21480i
mean radius = 0.016399 bohr
magnetic field = 10.0 T
magnetic field = 4.254382e-05 a.u.
shift of psi, quadrature = 1.860450e-05 hartree
shift of T psi, quadrature = -1.860450e-05 hartree
shift formula B(1+2 gamma)/6 = 1.860450e-05 hartree
splitting = 3.720900e-05 hartree
splitting = 1.01251 meV
nonrelativistic splitting B = 1.15768 meV
PERIODIC BOX WITHOUT SPATIAL SYMMETRY
box edge = 0.1 bohr, wave-number unit = 62.8319 1/bohr
potential amplitude V0 = 1000.0 hartree
plane waves = 27, matrix dimension = 108
pair 1, energies minus c^2 = -443.300650, -443.300650 hartree
pair 2, energies minus c^2 = 1282.976006, 1282.976006 hartree
pair 3, energies minus c^2 = 1340.816282, 1340.816282 hartree
pair 4, energies minus c^2 = 1562.286113, 1562.286113 hartree
largest gap inside any pair = 2.2e-11 hartree
vector-potential amplitude A0 = 0.1 a.u.
lowest two levels with A, minus c^2 = -444.592248, -442.007729 hartree
splitting of lowest pair with A = 2.584519 hartree
OK
```
